# Zero-Frequency Heat-Current Noise of a Harmonic Junction in Equilibrium

## Result and conventions

Let two infinite harmonic leads, joined by a harmonic junction, be in equilibrium at temperature $T$. The derivation assumes that the acoustic branches of the leads have a finite sound velocity, or are removed by on-site pinning. Let $I$ be the energy current through a cut, positive from left to right, and $\delta I=I-\langle I\rangle$. With the two-sided spectrum

$$S(\Omega)=\int_{-\infty}^{\infty}dt\,e^{i\Omega t}\langle\delta I(t)\,\delta I(0)\rangle ,$$

the result is

$$\boxed{S(0)=2k_BT^2G}\qquad G=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,\frac{\partial n}{\partial T}.\tag{1}$$

Here $n=1/(e^{\hbar\omega/k_BT}-1)$, $\mathcal T$ is the phonon transmission summed over channels, and $G$ is the linear conductance: lead temperatures $T\pm\Delta T/2$ drive a mean current $G\,\Delta T$. With $\Omega=2\pi f$, $S$ is a density per hertz on the whole axis $-\infty<f<\infty$. A one-sided density, integrated over $f>0$, is twice as large at low frequency: $4k_BT^2G$.

$S(0)$ means the limit $\Omega\to0$ taken after the leads have become infinite. The order matters. In a finite closed system the energy passed in time $t$ is $Q=E_A(0)-E_A(t)$, with $E_A$ the energy on the left. Its variance is at most $4\,\mathrm{Var}\,E_A$ for all $t$, so $\langle\delta Q^2\rangle/t\to0$ and there is no dc noise.

## The current operator

Let $u_i$ be displacements and $m_i$ masses. With $x_i=\sqrt{m_i}\,u_i$ and $p_i=\dot x_i$,

$$H=\tfrac12p^Tp+\tfrac12x^TDx,\qquad [x_i,p_j]=i\hbar\delta_{ij},$$

where $D$ is real and symmetric. A cut crosses springs $b$ of stiffness $k_b$, each joining an atom $A$ on the left to an atom $B$ on the right. Count the energy of these springs with the right side. The left side then loses energy at the rate at which its atoms do work on the springs:

$$I=\sum_b\tfrac12(f_bv_b+v_bf_b),\qquad f_b=k_b(u_A-u_B),\quad v_b=\dot u_A.\tag{2}$$

The symmetrized product is needed because $u_A$ and $v_b$ do not commute. Write $f_b=F_bx$ and $v_b=V_bp$, with real row vectors $F_b$, $V_b$.

The force contains only the relative displacement. This keeps the low-frequency noise finite in an unpinned chain with finite sound velocity, where the displacement itself has divergent fluctuations. It is not enough for bending waves with $\omega\propto q^2$, where the relative displacement (the slope) also has fluctuations that grow with the length of the chain.

## Scattering modes

For each incoming channel $\alpha$, in either lead, let $\varphi_\alpha(\omega)$ solve $D\varphi_\alpha=\omega^2\varphi_\alpha$, with $\varphi_\alpha^\dagger(\omega)\varphi_\beta(\omega')=\delta_{\alpha\beta}\delta(\omega-\omega')$. Then

$$x(t)=\sum_\alpha\int_0^\infty d\omega\sqrt{\frac{\hbar}{2\omega}}\left[\varphi_\alpha a_\alpha(\omega)e^{-i\omega t}+\text{h.c.}\right],\qquad[a_\alpha(\omega),a_\beta^\dagger(\omega')]=\delta_{\alpha\beta}\delta(\omega-\omega').$$

Localized modes, if any, are added as a discrete sum. Differentiation gives $p$, with amplitude $-i\sqrt{\hbar\omega/2}$ for $a$ and the conjugate for $a^\dagger$.

Insert both in (2). The terms with one creation and one annihilation operator are

$$\sum_{\alpha\beta}\int\!\!\int d\omega\,d\omega'\,M_{\alpha\beta}(\omega,\omega')\,a_\alpha^\dagger(\omega)a_\beta(\omega')e^{i(\omega-\omega')t}.\tag{3}$$

At $\omega'=\omega$ the square roots multiply to $\hbar/2$, and

$$M_{\alpha\beta}=\frac{\hbar}{2}J_{\alpha\beta},\qquad J_{\alpha\beta}=i\sum_b\left[(V_b\varphi_\alpha)^*(F_b\varphi_\beta)-(F_b\varphi_\alpha)^*(V_b\varphi_\beta)\right].$$

The products of two left amplitudes cancel. Since $D_{AB}=-k_b/\sqrt{m_Am_B}$, what remains is

$$J_{\alpha\beta}=\varphi_\alpha^\dagger\hat J\varphi_\beta,\qquad\hat J=i(PD-DP),\tag{4}$$

where $P$ projects on the atoms left of the cut.

The terms $aa$ and $a^\dagger a^\dagger$ contribute at frequency $\Omega$ only if $\omega+\omega'=|\Omega|$. For acoustic branches with finite sound velocity, the relative displacement brings a factor $\omega$. The squared coefficient is then of order $\hbar^2\omega\omega'$, while the thermal factors are of order $(k_BT)^2/(\hbar^2\omega\omega')$. The integrand is bounded on an interval of length $|\Omega|$, and the contribution vanishes as $|\Omega|$. With on-site pinning that removes all low-frequency modes, it is absent near $\Omega=0$.

## Flux conservation and its consequences

Move the cut to the right, so that $P$ grows by the projector $R$ on a finite region. At equal frequencies $J_{\alpha\beta}$ changes by

$$i\varphi_\alpha^\dagger(RD-DR)\varphi_\beta=i(\omega^2-\omega^2)\varphi_\alpha^\dagger R\varphi_\beta=0.$$

The flux matrix may therefore be evaluated deep in a lead. This has three uses.

**Bloch waves.** Group the lead into cells coupled only to their neighbours. For two Bloch waves with wave numbers $q\ne q'$ at the same frequency, moving the cut by one cell multiplies the flux by $e^{i(q'-q)}$. It must also leave it unchanged, so it is zero. Evanescent waves from the junction have died out deep in the lead. If several waves share both $q$ and $\omega$, one chooses combinations that diagonalize the flux.

**Normalization.** Let $\mathcal D(q)=D_0+D_1e^{iq}+D_1^\dagger e^{-iq}$ and $\mathcal D\chi=\omega^2\chi$, $\chi^\dagger\chi=1$. Differentiating $\omega^2=\chi^\dagger\mathcal D\chi$ gives $2\omega v=\chi^\dagger\mathcal D'(q)\chi$, with $v=d\omega/dq$; the derivatives of $\chi$ drop out because its norm is fixed. A wave normalized to $\delta(\omega-\omega')$ is $\chi e^{iqn}/\sqrt{2\pi|v|}$ in cell $n$. From (4) its flux is

$$\frac{1}{2\pi|v|}\chi^\dagger\left(iD_1e^{iq}-iD_1^\dagger e^{-iq}\right)\chi=\frac{\chi^\dagger\mathcal D'\chi}{2\pi|v|}=\frac{\omega}{\pi}\,\mathrm{sgn}\,v.$$

A scattering state takes the same incoming amplitude: a packet of such states, long before it meets the junction, is a packet of incoming Bloch waves, and time evolution preserves inner products.

**Localized modes.** Their flux at equal frequency is zero, because the cut can be moved to where they vanish. Their products with continuum modes produce noise at the frequency difference, which is nonzero if the localized frequency lies off the continuum. They add nothing to $S(0)$.

Let $s_{\gamma\alpha}$ be the outgoing amplitude in channel $\gamma$ for unit incoming amplitude in $\alpha$, in this normalization, and let $\Pi_L$, $\Pi_R$ project on the channels of each lead. Deep in the left lead, incoming waves move right and outgoing waves move left:

$$J=\frac{\omega}{\pi}A,\qquad A=\Pi_L-s^\dagger\Pi_Ls,\qquad M=\frac{\hbar\omega}{2\pi}A.\tag{5}$$

Deep in the right lead the same count gives $A=s^\dagger\Pi_Rs-\Pi_R$. Equating the two expressions gives $s^\dagger s=1$. At each frequency a lead has equally many incoming and outgoing channels, so $s$ is square and $ss^\dagger=1$ also.

Denote left reflection by $r=s_{LL}$, transmission from the left by $t=s_{RL}$, and from the right by $t'=s_{LR}$. Then $r^\dagger r+t^\dagger t=1$ and $rr^\dagger+t't'^\dagger=1$. Taking traces over the $N_L$ left channels,

$$\mathcal T=\mathrm{Tr}\,t^\dagger t=N_L-\mathrm{Tr}\,r^\dagger r=\mathrm{Tr}\,t't'^\dagger.$$

## Mean current and noise

Let phonons arrive from the leads with occupations $n_L$ and $n_R$. The diagonal blocks of (5) are $A_{LL}=t^\dagger t$ and $A_{RR}=-t'^\dagger t'$, so

$$\langle I\rangle=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T\,(n_L-n_R).\tag{6}$$

Operator ordering replaces $n$ by $n+\tfrac12$, but $\mathrm{Tr}A=0$ removes the constant: zero-point motion carries no mean current. Linearizing (6) in $\Delta T$ gives $G$ in (1).

In equilibrium, Wick's theorem for a Gaussian state gives the connected average

$$\langle a_\alpha^\dagger(\omega)a_\beta(\omega')a_\gamma^\dagger(\nu)a_\delta(\nu')\rangle_c=\delta_{\alpha\delta}\delta_{\beta\gamma}\,\delta(\omega-\nu')\,\delta(\omega'-\nu)\,n(\omega)[1+n(\omega')].$$

Two factors (3) then yield

$$\langle\delta I(t)\delta I(0)\rangle\to\int\!\!\int d\omega\,d\omega'\,n(\omega)[1+n(\omega')]\,\mathrm{Tr}[M(\omega,\omega')M(\omega',\omega)]\,e^{i(\omega-\omega')t}.$$

The time integral at $\Omega\to0$ produces $2\pi\delta(\omega-\omega')$. Using (5), $2\pi(\hbar\omega/2\pi)^2=(\hbar\omega)^2/2\pi$, and

$$S(0)=\int_0^\infty\frac{d\omega}{2\pi}(\hbar\omega)^2n(1+n)\,\mathrm{Tr}A^2.\tag{7}$$

This assumes that $M$ is continuous at $\omega'=\omega$ except at isolated band edges where the integral still converges.

Unitarity fixes the trace:

$$\mathrm{Tr}A^2=\mathrm{Tr}\,\Pi_L+\mathrm{Tr}(s^\dagger\Pi_Lss^\dagger\Pi_Ls)-2\,\mathrm{Tr}(\Pi_Ls^\dagger\Pi_Ls)=2N_L-2\,\mathrm{Tr}\,r^\dagger r=2\mathcal T.\tag{8}$$

Finally, differentiating the Bose function,

$$\frac{\partial n}{\partial T}=\frac{\hbar\omega}{k_BT^2}\,\frac{e^{\hbar\omega/k_BT}}{(e^{\hbar\omega/k_BT}-1)^2}=\frac{\hbar\omega}{k_BT^2}\,n(1+n).\tag{9}$$

Replacing $\hbar\omega\,n(1+n)$ in (7) by $k_BT^2\,\partial n/\partial T$ gives

$$S(0)=2k_BT^2\int_0^\infty\frac{d\omega}{2\pi}\hbar\omega\,\mathcal T\frac{\partial n}{\partial T}=2k_BT^2G.$$

No property of $\mathcal T(\omega)$ beyond convergence was used.

## Limits and a finite temperature difference

For $k_BT$ far above all phonon energies, $n(1+n)\to(k_BT/\hbar\omega)^2$, and

$$G\to k_B\int_0^\infty\frac{d\omega}{2\pi}\mathcal T,\qquad S(0)\to2(k_BT)^2\int_0^\infty\frac{d\omega}{2\pi}\mathcal T.$$

At low temperature, suppose one acoustic channel is open with $\mathcal T\to1$. With $y=\hbar\omega/k_BT$,

$$G=\frac{k_B^2T}{h}\int_0^\infty\frac{y^2e^y\,dy}{(e^y-1)^2}=\frac{\pi^2k_B^2T}{3h},\qquad S(0)=\frac{2\pi^2k_B^3T^3}{3h}.$$

With unequal lead temperatures, $n(1+n)\mathrm{Tr}A^2$ in (7) becomes $\sum_{\alpha\beta}|A_{\alpha\beta}|^2n_\alpha(1+n_\beta)$. Let $\tau_j$ be the eigenvalues of $t^\dagger t$. The two diagonal blocks each give $\sum_j\tau_j^2$. Each off-diagonal block, such as $A_{LR}=-r^\dagger t'$, gives $\mathrm{Tr}[rr^\dagger(1-rr^\dagger)]=\sum_j\tau_j(1-\tau_j)$. Since

$$n_L(1+n_R)+n_R(1+n_L)=n_L(1+n_L)+n_R(1+n_R)-(n_L-n_R)^2,$$

the noise is

$$S(0)=\int_0^\infty\frac{d\omega}{2\pi}(\hbar\omega)^2\sum_j\Big\{\tau_j[n_L(1+n_L)+n_R(1+n_R)]-\tau_j(1-\tau_j)(n_L-n_R)^2\Big\}.$$

Out of equilibrium the noise thus depends on the individual $\tau_j$, and the conductance alone no longer determines it. For temperatures $T\pm\Delta T/2$ the terms linear in $\Delta T$ cancel, so the departure from (1) starts at order $\Delta T^2$.

## Formulas for implementation

**Transmission.** Eliminating the leads from $(\omega+i0)^2-D$ leaves a finite device matrix with lead self-energies $\Sigma_L,\Sigma_R$:

$$g=\left[(\omega+i0)^2-D_{\rm dev}-\Sigma_L-\Sigma_R\right]^{-1}.$$

Its spectral part is $B=i(g-g^\dagger)=2\pi\delta(\omega^2-D)=(\pi/\omega)\sum_\alpha\varphi_\alpha\varphi_\alpha^\dagger$, because $\delta(\omega^2-\omega'^2)=\delta(\omega-\omega')/2\omega$. With (4), (5) and (8),

$$\mathcal T=\tfrac12\mathrm{Tr}(\hat JB\hat JB)$$

for any cut inside the device. The usual form $\mathcal T=\mathrm{Tr}(\Gamma_Lg\Gamma_Rg^\dagger)$, with $\Gamma=i(\Sigma-\Sigma^\dagger)$, was compared with this at three frequencies and three cuts of the disordered strip described below. Twice the transmission agreed to $3.4\times10^{-7}$.

**Noise from normal modes.** For a long finite lattice with modes $\omega_k$, let $F_{bk}$ and $V_{bk}$ be the projections of $F_b$ and $V_b$ on mode $k$, and

$$g_k(t)=\frac{\hbar}{2\omega_k}\left[(1+n_k)e^{-i\omega_kt}+n_ke^{i\omega_kt}\right].$$

Then, with the second operator at time zero,

$$\langle f_b(t)f_c\rangle=\sum_kF_{bk}F_{ck}g_k,\qquad\langle v_b(t)v_c\rangle=\sum_kV_{bk}V_{ck}\omega_k^2g_k,$$

$$\langle v_b(t)f_c\rangle=\sum_kV_{bk}F_{ck}\dot g_k,\qquad\langle f_b(t)v_c\rangle=-\sum_kF_{bk}V_{ck}\dot g_k.$$

The current correlation is $C(t)=\sum_{bc}[\langle f_bf_c\rangle\langle v_bv_c\rangle+\langle f_bv_c\rangle\langle v_bf_c\rangle]$. Since $C(-t)=C(t)^*$, $S(0)=2\int_0^\infty\mathrm{Re}\,C\,dt$. The integral must stop before echoes return from the ends. This route uses neither $\mathcal T$ nor $s$.

## Example: a boron–nitrogen chain with a weak bond

Consider a chain of alternating boron (10.8 u) and nitrogen (14.0 u), one atom wide, such as might bridge two hBN flakes. The leads are the same chain, and motion is longitudinal. All springs are 340 N/m except one weakened bond of 120 N/m. The band top is 170.6 meV, and the mass difference opens a gap from 112.6 to 128.2 meV. The weak bond places a localized mode at 124.1 meV, with 28% of its weight on the two bond atoms.

The transmission falls from 0.99 at 10 meV to 0.67 at 60 meV and 0.15 at 110 meV. At 300 K the conductance is 192.8 pW/K, hence

$$S(0)=2(1.381\times10^{-23}\,\mathrm{J/K})(300\,\mathrm K)^2(1.928\times10^{-10}\,\mathrm{W/K})=4.79\times10^{-28}\,\mathrm{W^2/Hz},$$

or $9.58\times10^{-28}$ W²/Hz one-sided. For $|f|<1$ kHz the rms power is

$$\sqrt{2(10^3\,\mathrm{Hz})S(0)}=0.98\,\mathrm{pW}.$$

The variance of the energy passed in a long time $t$ is $S(0)t$, so in 1 ns the rms energy is $6.9\times10^{-19}$ J, or 4.3 eV.

| $T$ (K) | $G$ (pW/K) | $S(0)$, two-sided (W²/Hz) |
|---:|---:|---:|
| 30 | 28.2 | $7.01\times10^{-31}$ |
| 100 | 89.0 | $2.46\times10^{-29}$ |
| 300 | 192.8 | $4.79\times10^{-28}$ |
| 1000 | 252.0 | $6.96\times10^{-27}$ |

From 100 to 300 K the noise grows 19.5 times: 9 from $T^2$ and 2.17 from $G$. At 1000 K the conductance is 3.6% below its classical limit of 261.5 pW/K. At 5 K it is 0.9998 of the conductance quantum, as expected for long waves that barely notice one weak bond.

The normal-mode calculation was applied to 1200 atoms, with a Gaussian time window about 2 ps wide. Divided by $2k_BT^2G$, it gave 0.996 at 300 K and 0.992 at 100 K at the weak bond, and 0.996 at 300 K three bonds away. The localized mode was present throughout. The small deficits come mainly from the finite length of the chain. Halving the window width changed the ratios at the weak bond by no more than 0.001, while 2400 atoms with a window twice as wide gave 0.998 at 300 K and 0.996 at 100 K, half the deficit. Joining two half-chains of slightly different temperature and following the current gave a conductance whose ratio to the $G$ of (1) was 1.0000.

A two-row strip tested the multichannel case. It had unit masses and longitudinal springs, cross springs of 0.5, two masses raised to 3 and 2, one spring lowered to 0.6, and $k_BT=0.5$ in units of $\hbar$ times the frequency unit. The ratio was 0.994. For a closed 40-atom chain observed far beyond its echo time, it fell to 0.0001, which shows the order of limits at work.

## Comparison with a real bridge

The band top was chosen near the optical phonon energy of hBN, roughly 0.17 eV. The weak-bond stiffness is a free choice, and real flakes are two-dimensional leads whose contacts would change $\mathcal T$; that change was not computed.

The harmonic assumption is strained at the weak bond. Its rms stretch at 300 K is 7.2 pm. For a Morse bond of range parameter $a$, the leading relative change of stiffness is $3a$ times the stretch; a rough $a=20$ nm⁻¹ gives 0.43. Freezing the bond at a stiffness lower or higher by that fraction, all else fixed, gives 134 or 228 pW/K, which is 30% below or 18% above the nominal value. These are static estimates of sensitivity, not bounds, and they omit inelastic scattering. At 1000 K the rms stretch is 11.0 pm and the fraction 0.66, so the last row of the table describes the harmonic model rather than a real bond.

Two transverse branches, with all springs at a rough tenth of the longitudinal values, would add about 160 pW/K. This number only indicates a scale. Transverse springs between neighbours arise from a tension $F$, which is the same in every bond and gives a stiffness $F/\ell$ for bond length $\ell$, nearly equal for the weak bond and the others. A stiffness of 34 N/m at $\ell\approx0.13$ nm would need about 4.4 nN, while a Morse bond of stiffness $k$ breaks at $k/4a$, or 1.5 nN for the weak bond. Without tension the long transverse waves are bending waves with $\omega\propto q^2$, which lie outside the derivation above: the current (2) then contains the time derivative of the squared slope, its noise grows with the length of the chain, and the energy at the cut must instead be divided in terms of curvatures. If the branches are uncoupled and each obeys (1), their currents are independent, their noises add, and (1) holds for the total. A measurement compared with the longitudinal conductance alone would therefore find too much noise.

With the Fermi level in the middle of a rough 6 eV gap, thermally excited electrons contribute about $10^{-56}$ W/K, which is negligible. For far-field radiation between facing areas of 100 nm², the blackbody formula $4\sigma T^3$ per unit area, with $\sigma$ the Stefan–Boltzmann constant, gives $6\times10^{-16}$ W/K; this is only nominal for areas so much smaller than the thermal wavelength. Near-field radiation can be much stronger and was not computed; where it matters, it is a parallel heat path outside the harmonic lattice treated here.

## Table of computed values

```
masses B, N: 10.8, 14.0 u
spring constants lead, weak bond: 340.0, 120.0 N/m
top of phonon band: 170.6 meV
gap between bands: 112.6 to 128.2 meV
localized mode at weak bond: 124.1 meV
its weight on the two bond atoms: 0.277
transmission at 10 meV: 0.9883
transmission at 30 meV: 0.9014
transmission at 60 meV: 0.6716
transmission at 90 meV: 0.4138
transmission at 110 meV: 0.1471
transmission at 140 meV: 0.1105
transmission at 160 meV: 0.0380
T = 30 K: G = 28.22 pW/K, S(0) two-sided = 7.013e-31 W^2/Hz
T = 100 K: G = 88.97 pW/K, S(0) two-sided = 2.457e-29 W^2/Hz
T = 300 K: G = 192.79 pW/K, S(0) two-sided = 4.791e-28 W^2/Hz
T = 1000 K: G = 252.01 pW/K, S(0) two-sided = 6.959e-27 W^2/Hz
classical limit of G: 261.52 pW/K
300 K, one-sided density: 9.582e-28 W^2/Hz
300 K, root of two-sided density: 21.89 fW/Hz^0.5
rms power for |f| < 1 kHz: 978.9 fW
rms energy passed in 1 ns: 4.32 eV
time-domain noise / (2 kB T^2 G), 300 K, weak bond: 0.9962
time-domain noise / (2 kB T^2 G), 100 K, weak bond: 0.9919
time-domain noise / (2 kB T^2 G), 300 K, three bonds away: 0.9963
same ratio, disordered two-channel strip: 0.9940
joined half-chains: G direct / G formula: 1.0000
G / conductance quantum at 5 K: 0.9998
closed 40-atom chain, long-time noise ratio: 0.0001
largest error of squared flux = 2 Trans: 3.4e-07
rough Morse parameter: 20 1/nm
rms stretch of weak bond at 300 K: 7.22 pm
rms relative stiffness change: 0.43
G with weak bond softened by that: 134.09 pW/K
G with weak bond stiffened by that: 227.74 pW/K
rough transverse/longitudinal stiffness: 0.1
two transverse branches would add: 158.8 pW/K
electrons, rough half gap 3 eV: 1.9e-56 W/K
far-field radiation, 100 nm^2: 6.1e-16 W/K
```
